# Why crystalline MgO favours Delta-1 electrons at normal incidence

**Q:** I grow Fe/MgO/Fe(001) junctions. I am told that MgO passes \(\Delta_1\) electrons because the other states have lateral nodes and so decay faster. What do these labels mean at normal incidence?

**A:** Take a perfect stack with one common lateral period and lateral wavevector \(\mathbf k_\parallel=0\). Rotations by 90° about the normal \(z\) and the vertical mirror planes leave the stack unchanged, so states of different symmetry do not mix.

A \(\Delta_1\) state is unchanged by all these operations; \(s\), \(p_z\) and \(d_{3z^2-r^2}\) orbitals belong to it. \(\Delta_5\) contains the pair \(p_x,p_y\) and also \(d_{xz},d_{yz}\). With \(X,Y\) along the cubic axes of Fe, \(\Delta_2\) behaves as \(X^2-Y^2\) and \(\Delta_{2'}\) as \(XY\).

Expand the wave function in lateral plane waves of the two-dimensional lattice:

\[
\psi=\sum_{\mathbf G}c_{\mathbf G}(z)\,e^{i\mathbf G\cdot\mathbf r_\parallel}.
\]

The coefficient \(c_0\) is the average of \(\psi\) over a lateral cell. A constant is invariant under every operation, and functions of different symmetry are orthogonal. Hence \(c_0=0\) for all states except \(\Delta_1\): the positive and negative lobes on either side of the nodes cancel.

**Q:** Why should that affect the decay along \(z\)?

**A:** Start with a flat barrier of height \(U\). Inserting the expansion into the Schrödinger equation gives, for each \(\mathbf G\),

\[
-\frac{\hbar^2}{2m}\left(c_{\mathbf G}''-G^2c_{\mathbf G}\right)+Uc_{\mathbf G}=Ec_{\mathbf G}.
\]

Solving for \(c_{\mathbf G}''\) and setting \(c_{\mathbf G}\propto e^{-\kappa z}\),

\[
\kappa_G^2=\frac{2m(U-E)}{\hbar^2}+G^2 .
\]

Energy spent on lateral oscillation is missing from the motion along \(z\). Only \(\Delta_1\) has the component \(G=0\). The shortest nonzero vectors have length \(g=2\pi\sqrt2/a\), where \(a\) is the MgO lattice constant. They supply \(\sin gX,\sin gY\) for \(\Delta_5\) and \(\cos gX-\cos gY\) for \(\Delta_2\). The lowest \(\Delta_{2'}\) function is \(\sin gX\sin gY\), with \(G^2=2g^2\).

For \(a=0.421\) nm, \(g=21.1\ \mathrm{nm^{-1}}\), a lateral energy of 17.0 eV. With \(U-E=3.8\) eV and the free-electron mass, \(\kappa=10.0\ \mathrm{nm^{-1}}\) for \(\Delta_1\), and

\[
\kappa=\sqrt{9.99^2+21.11^2}=23.4\ \mathrm{nm^{-1}}
\]

for \(\Delta_5\) and \(\Delta_2\). For \(\Delta_{2'}\) it is \(31.5\ \mathrm{nm^{-1}}\).

**Q:** MgO is not flat. Could a state with nodes gain by putting its lobes where the potential is low?

**A:** It can gain potential energy, but not enough if the potential varies only laterally. Let \(V_\parallel(X,Y)\) be bounded and have the symmetry of the stack. The variables separate, and

\[
\left[-\frac{\hbar^2}{2m}\nabla_\parallel^2+V_\parallel\right]\phi_n=e_n\phi_n,
\qquad
\kappa_n^2=\frac{2m(e_n-E)}{\hbar^2}.
\]

The lowest \(\phi_0\) can be chosen real. Replacing it by \(|\phi_0|\) leaves its energy unchanged, so \(|\phi_0|\) is also a ground state. Write its equation as

\[
(-\nabla_\parallel^2+c)|\phi_0|=
\left[c-\frac{2m}{\hbar^2}(V_\parallel-e_0)\right]|\phi_0|
\]

and choose \(c>0\) so large that the bracket is positive. The inverse of \(-\nabla_\parallel^2+c\) has a strictly positive kernel, a sum of screened responses. Therefore \(|\phi_0|>0\) everywhere. Its cell average is nonzero, so it is \(\Delta_1\). A second ground state orthogonal to it would also have to be nodeless, which is impossible. For \(E<e_0\), every state with another symmetry decays faster than this one.

**Q:** Then the usual explanation is proved?

**A:** Not for MgO. Its potential also varies along \(z\), and the Fermi level lies above the filled oxygen \(2p\) bands. The argument above concerns energies below the lowest lateral level. In a band gap, the decay depends on how the evanescent states connect to the bands above and below. Lateral nodes still matter, but through the bonding.

**Q:** Can you show that without a full band calculation?

**A:** A small tight-binding model suffices to expose the mechanism. Keep Mg \(s\) and O \(p\) orbitals, and now let \(x,y\) point along the cubic axes of MgO. The layer spacing is \(d=a/2\). Let \(V\) be the nearest-neighbour \(s\)–\(p\) hopping, \(V_{ss}<0\) the Mg–Mg hopping, and \(\sigma,\pi\) the O–O hoppings for \(p\) lobes along and across a bond.

An Mg \(s\) orbital has O neighbours at \(\pm d\) along \(x\). Their \(p_x\) orbitals contribute \(+V\) and \(-V\), which cancel at \(\mathbf k_\parallel=0\). Along \(y\) and \(z\) the \(p_x\) coupling vanishes, because each bond lies in the nodal plane. For \(p_z\), the layers above and below carry different phases:

\[
H_{s,z}=Ve^{ikd}-Ve^{-ikd}=2iV\sin kd .
\]

Thus \(p_z\) is coupled to the \(s\)-like conduction band and \(p_x,p_y\) are not.

The nodes also weaken the O–O hopping along \(z\). A bond with direction cosine \(l_x\) gives \(p_x\) the hopping \(l_x^2\sigma+(1-l_x^2)\pi\). Of the four O neighbours in the next layer, two have \(l_x^2=1/2\) and two have \(l_x=0\):

\[
p_x:\quad 2\,\frac{\sigma+\pi}{2}+2\pi=\sigma+3\pi .
\]

For \(p_z\), all four have \(l_z^2=1/2\), giving \(2(\sigma+\pi)\). The layers above and below together multiply each sum by \(2\cos kd\). The Mg \(s\) band similarly acquires \(8V_{ss}\cos kd\).

**Q:** How do these hoppings become decay constants?

**A:** Measure energy \(\varepsilon\) from the valence-band top at \(k=0\), and let \(E_g\) be the gap at that point. Define

\[
B=2(\sigma+3\pi),\qquad p=4(\sigma+\pi),\qquad w=8|V_{ss}|.
\]

Before \(s\)–\(p_z\) coupling, the bands are

\[
E_x=-B(1-\cos kd),\quad E_z=-p(1-\cos kd),
\]
\[
E_s=E_g+w(1-\cos kd).
\]

In the gap put \(k=i\kappa\), so \(\cos kd=\cosh\kappa d\equiv1+u\). For \(\Delta_5\), \(\varepsilon=Bu\), hence

\[
u_5=\frac{\varepsilon}{B}.
\]

For \(\Delta_1\), the two-by-two determinant requires

\[
(\varepsilon-E_z)(\varepsilon-E_s)=4V^2\sin^2kd .
\]

Here \(E_z=pu\), \(E_s=E_g-wu\), and \(\sin^2kd=-\sinh^2\kappa d=-[(1+u)^2-1]=-u(u+2)\). Therefore

\[
f(u)=(\varepsilon-pu)(\varepsilon-E_g+wu)+4V^2u(u+2)=0 .
\]

Assume \(\sigma>\pi\) and \(\sigma+3\pi>0\). Then \(B>0\), and \(p-B=2(\sigma-\pi)>0\). Inside the gap, \(f(0)=-\varepsilon(E_g-\varepsilon)<0\). At

\[
u_*=\min\left(\frac{\varepsilon}{p},\frac{E_g-\varepsilon}{w}\right)
\]

the product of brackets vanishes, leaving \(f(u_*)=4V^2u_*(u_*+2)>0\) for \(V\neq0\). A root \(u_1\) must lie between, so

\[
u_1<u_*\le\frac{\varepsilon}{p}<\frac{\varepsilon}{B}=u_5 .
\]

Since \(\cosh\) increases with \(\kappa\), this model has a \(\Delta_1\) state that decays more slowly than \(\Delta_5\) throughout the gap.

**Q:** What happens at the two edges of the gap?

**A:** Near either edge \(u_1\) is small, so drop \(u^2\) from \(f\):

\[
u_1\simeq
\frac{\varepsilon(E_g-\varepsilon)}
{\varepsilon w+p(E_g-\varepsilon)+8V^2}.
\]

At the valence edge, \(u_1\to\varepsilon/(p+8V^2/E_g)\). Both symmetries then have \(\kappa\to0\), with a finite ratio because \(u\simeq(\kappa d)^2/2\):

\[
\frac{\kappa_5}{\kappa_1}\to
\sqrt{\frac{p+8V^2/E_g}{B}} .
\]

At the conduction edge, \(u_1\to(E_g-\varepsilon)/(w+8V^2/E_g)\), which vanishes, while \(u_5\to E_g/B\) stays finite. The \(\Delta_1\) evanescent branch joins the two bands; the \(\Delta_5\) branch has no conduction band to join in this model.

**Q:** Put in numbers for a film I might grow.

**A:** Take ten layers, \(t=2.105\) nm, with \(E_g=7.8\) eV and the Fermi level at \(\varepsilon=4.0\) eV. Choose \(V=1.5\), \(V_{ss}=-0.25\), \(\sigma=0.6\) and \(\pi=-0.1\), all in eV. Then \(p=w=2.0\) eV and \(B=0.6\) eV. (With these hoppings the valence maximum of the whole zone lies off the normal, a few hundredths of an eV higher, which does not affect normal incidence.) The \(\Delta_1\) equation becomes

\[
(4-2u)(-3.8+2u)+9u(u+2)=0,
\]
\[
5u^2+33.6u-15.2=0 .
\]

Its positive root is \(u_1=0.425\), whereas \(u_5=4.0/0.6=6.67\). Using \(\kappa=\operatorname{arcosh}(1+u)/d\),

\[
\kappa_1=4.24\ \mathrm{nm^{-1}},\qquad
\kappa_5=12.9\ \mathrm{nm^{-1}} .
\]

The transmission factors \(e^{-2\kappa t}\) are \(1.8\times10^{-8}\) and \(2\times10^{-24}\), a ratio of about \(10^{-16}\). A numerical solution built bond by bond reproduces both decay formulas to within \(10^{-5}\ \mathrm{nm^{-1}}\) at 25 energies from 0.3 to 7.5 eV. At \(\varepsilon=1\) and 7 eV, \(\kappa_1\) is 2.93 and \(2.67\ \mathrm{nm^{-1}}\), while \(\kappa_5\) is 7.78 and \(15.35\ \mathrm{nm^{-1}}\).

**Q:** Which effect of the nodes matters here, the lost coupling or the weaker hopping?

**A:** Both. Set \(V=0\), holding the other parameters fixed, and \(\Delta_1\) splits into separate \(p_z\) and \(s\) branches. The \(p_z\) branch has \(u=\varepsilon/p=2.0\), so \(\kappa=8.37\ \mathrm{nm^{-1}}\), against \(12.9\ \mathrm{nm^{-1}}\) for \(p_x\); this difference comes from the O–O hopping alone. The \(s\) branch has \(u=(E_g-\varepsilon)/w=1.9\) and \(\kappa=8.20\ \mathrm{nm^{-1}}\). Restoring the coupling between the two branches lowers the slowest \(\Delta_1\) decay to \(4.24\ \mathrm{nm^{-1}}\).

The order also depends on the hoppings. With \(V=0.2\), \(\sigma=0.1\) and \(\pi=0.3\) eV, and the same gap and \(V_{ss}\), the condition \(\sigma>\pi\) fails. At \(\varepsilon=0.5\) eV one finds \(\kappa_1=3.61\) and \(\kappa_5=3.29\ \mathrm{nm^{-1}}\): \(\Delta_5\) now survives farther. This artificial case shows that nodes alone do not fix the order in a gap.

**Q:** How does this become a spin filter, and should I expect a resistance ratio of \(10^{16}\)?

**A:** The spin enters through Fe. I take as given that, along this direction, majority-spin Fe has a \(\Delta_1\) band at the Fermi level and minority-spin Fe does not. With parallel magnetizations, the slowly decaying channel is available in both electrodes for majority electrons. With antiparallel magnetizations, it lacks a partner in one electrode.

The resistance ratio does not follow from the attenuation ratio, because electrons also arrive off normal incidence. For small \(k_x\), the two in-plane bonds give

\[
H_{s,x}=V(e^{ik_xd}-e^{-ik_xd})=2iV\sin k_xd ,
\]

so their cancellation fails. The O–O hopping between \(p_x\) and \(p_z\) in neighbouring layers also becomes nonzero, again in proportion to \(k_x\). Through both couplings the slow state acquires a \(p_x\) amplitude proportional to \(k_x\). Entering and leaving through \(p_x\) gives an amplitude proportional to \(k_x^2\) and a transmission proportional to \(k_x^4\), apart from the tiny direct \(\Delta_5\) path. In a ten-layer slab with model leads, doubling \(k_x\) from 0.05 to \(0.1\ \mathrm{nm^{-1}}\) gives the power 4.00. With antiparallel magnetizations, an electron can also enter as \(\Delta_1\) and leave through \(p_x\), if the second electrode has a state to receive it. The amplitude then contains only one factor \(k_x\), and the transmission grows as \(k_x^2\).

To estimate a relevant angle, write \(\kappa(k)\simeq\kappa_1+\alpha k^2\), with computed \(\alpha=0.117\) nm. Fourfold symmetry makes this quadratic term isotropic. For a rough estimate, keep only this term and ignore how the coupling to the leads varies with angle. The weight \(e^{-2\alpha tk^2}\) in two dimensions gives

\[
k_{\rm rms}=\frac1{\sqrt{2\alpha t}}=1.4\ \mathrm{nm^{-1}} .
\]

At \(k_x=k_{\rm rms}\), \(p_x\)-to-\(p_x\) transmission is \(1.6\times10^{-3}\) of the normal-incidence \(\Delta_1\) transmission. At normal incidence the same slab gives \(8\times10^{-15}\), larger than \(10^{-16}\) mainly because ten layers span only nine spacings. The factor \(k^4\) pushes the \(p_x\) leakage to larger angles than \(k_{\rm rms}\), so \(1.6\times10^{-3}\) understates its total share. Neither number is a magnetoresistance ratio, which needs the Fe bands and a sum over all angles.

**Q:** How close is the model to my junction?

**A:** The lattice constant, gap and conduction mass of 0.40 electron masses are in the rough range of MgO. The Fermi-level position is an assumption. Moving it to 3 or 5 eV changes the normal-incidence attenuation ratio to about \(10^{-14}\) or \(10^{-18}\). Adding Mg \(p\) orbitals with rough parameters raises \(\kappa_1\) to 4.4 and \(\kappa_5\) to \(14.2\ \mathrm{nm^{-1}}\), preserving the order. These added orbitals do not hop among themselves; such hopping would change \(\kappa_5\) again and can lower it. The model's \(\kappa_5\) is probably too large for real MgO. Local-density complex bands in a small basis, 3 to 4 eV above the valence top, give \(\kappa_1\) of 3.5 to \(4\ \mathrm{nm^{-1}}\) but \(\kappa_5\) of only 8 to \(10\ \mathrm{nm^{-1}}\), the spread coming from energy and basis. The order is the same, but the attenuation ratio for this thickness is then roughly \(10^{-8}\) to \(10^{-11}\), so \(10^{-16}\) is a number of the model, not of the material.

A bias of 0.5 V means 2.4 MV/cm, about a quarter of a rough breakdown field of 10 MV/cm. For electrons injected at the source Fermi level, it changes \(2\kappa t\) by \(-0.07\) for \(\Delta_1\) and \(+1.1\) for \(\Delta_5\). Raising the energy by \(k_BT\) at 300 K changes these exponents by \(-0.003\) and \(+0.11\).

Two assumptions matter far more. One is strict normal incidence: tilting \(\mathbf k_\parallel\) along \(x\) to \(k_{\rm rms}\) moves the \(p_x\) slab ratio by some eleven orders of magnitude. The other is the choice of hoppings: with the reversed set above, the normal-incidence attenuation ratio at \(\varepsilon=4.0\) eV would be about 0.04 instead of \(10^{-16}\). Roughness, oxygen vacancies and patchy oxidation of Fe at the interface break the lateral symmetry and can also mix these states, but their effect is not calculated. The model has no \(\Delta_2\) or \(\Delta_{2'}\) orbitals, so for those states I can offer only the flat-barrier values, not crystal decay constants.

## Table of computed values

```
MgO lattice constant a = 0.421 nm, layer spacing d = 0.2105 nm
layers = 10, thickness t = 2.105 nm
gap Eg = 7.8 eV, Fermi level eps = 4.0 eV
V = 1.50 eV, Vss = -0.25 eV
sigma = 0.60 eV, pi = -0.10 eV
p = 2.00 eV, w = 2.00 eV, B = 0.60 eV
conduction mass = 0.399 electron masses
lateral cell = 0.2977 nm, g = 21.11 1/nm
lateral kinetic energy of g = 16.97 eV
flat barrier height U-E = 3.80 eV
flat barrier kappa, Delta-1 = 9.99 1/nm
flat barrier kappa, Delta-5 and Delta-2 = 23.35 1/nm
flat barrier kappa, Delta-2' = 31.48 1/nm
grid kappa, even source = 9.98 1/nm
grid kappa, odd source = 23.24 1/nm
crystal u, Delta-1 = 0.4254
crystal u, Delta-5 = 6.6667
crystal kappa, Delta-1 = 4.240 1/nm
crystal kappa, Delta-5 = 12.949 1/nm
Delta-1 kappa with V = 0: 8.203 1/nm
exp(-2 kappa t), Delta-1 = 1.77e-08
exp(-2 kappa t), Delta-5 = 2.11e-24
attenuation ratio Delta-5/Delta-1 = 1.19e-16
eps = 1.0 eV: kappa1 = 2.93, kappa5 = 7.78 1/nm
eps = 2.0 eV: kappa1 = 3.76, kappa5 = 10.19 1/nm
eps = 3.0 eV: kappa1 = 4.14, kappa5 = 11.77 1/nm
eps = 5.0 eV: kappa1 = 4.09, kappa5 = 13.89 1/nm
eps = 6.0 eV: kappa1 = 3.64, kappa5 = 14.67 1/nm
eps = 7.0 eV: kappa1 = 2.67, kappa5 = 15.35 1/nm
reversed case: V = 0.2, sigma = 0.1, pi = 0.3, eps = 0.5 eV
reversed case: kappa1 = 3.61, kappa5 = 3.29 1/nm
lead broadening = 1.0 eV
slab transmission, Delta-1 = 2.98e-09
slab transmission, Delta-5 (px) = 2.27e-23
slab ratio px/Delta-1, normal incidence = 7.61e-15
kappa rise with kx: alpha = 0.1173 nm
rms lateral wavenumber = 1.42 1/nm
px at rms kx / Delta-1 at normal incidence = 1.57e-03
power of kx in px transmission = 4.00
Mg p inputs: level 16.0, sigma' 1.2, pi' -0.3 eV
with Mg p: kappa1 = 4.36, kappa5 = 14.17 1/nm
bias = 0.5 V, field = 2.38 MV/cm
field / rough breakdown field of 10 MV/cm = 0.24
bias change of 2 kappa t, Delta-1 = -0.070
bias change of 2 kappa t, Delta-5 = +1.058
kT at 300 K = 0.0259 eV
change of 2 kappa t over kT, Delta-1 = -0.0030
change of 2 kappa t over kT, Delta-5 = +0.1130
```
